# Thermal broadening of silicon's 520 cm⁻¹ phonon by symmetric Klemens decay: verification in Python

```python
"""Result under test: symmetric Klemens decay of an optical phonon gives
FWHM(T) = FWHM(0) * [1 + 2 n(w0/2)] = FWHM(0) * coth(h c w0 / (4 k T)).
w0: phonon wavenumber (cm^-1); n: Planck occupation; T: temperature (K).
FWHM(0): zero-temperature anharmonic width (cm^-1).
The factor is tested by number-state sums, exact three-mode dynamics and
diagonalization of a phonon coupled to a dense set of phonon pairs.
"""
import numpy as np
from scipy.constants import h, c, k
from scipy.optimize import brentq
from scipy.special import voigt_profile

PHONON = 520.0
TEMPERATURE = 300.0
WIDTH_ZERO = 1.2
KELVIN_PER_WAVENUMBER = 100.0 * h * c / k


def reduced_energy(wavenumber, temperature):
    return KELVIN_PER_WAVENUMBER * wavenumber / temperature


def occupation(wavenumber, temperature):
    return 1.0 / np.expm1(reduced_energy(wavenumber, temperature))


def pair_factor(first, second, temperature):
    return 1.0 + occupation(first, temperature) + occupation(second, temperature)


def klemens_ratio(phonon, temperature):
    return pair_factor(phonon / 2, phonon / 2, temperature)


def boltzmann_mean(wavenumber, temperature):
    """Mean phonon number from an explicit sum over number states."""
    numbers = np.arange(400)
    weights = np.exp(-reduced_energy(wavenumber, temperature) * numbers)
    return np.sum(numbers * weights) / np.sum(weights)


def triad_response(x1, x2, coupling_time, largest=45):
    """Thermal mean of [b(t), b^dagger] for V = g(b^dagger a1 a2 + h.c.).

    The free phase is removed. P = N0+N1 and Q = N0+N2 are conserved.
    """
    propagators = {}
    for p in range(largest + 2):
        for q in range(largest + 2):
            m = np.arange(min(p, q))
            links = np.sqrt((m + 1.0) * (p - m) * (q - m))
            matrix = np.diag(links, 1) + np.diag(links, -1)
            energies, vectors = np.linalg.eigh(matrix)
            phases = np.exp(-1j * coupling_time * energies)
            propagators[p, q] = (vectors * phases) @ vectors.T
    x0 = x1 + x2
    normalization = -np.expm1(-x1) * np.expm1(-x2) * np.expm1(-x0)
    total = 0.0
    for p in range(largest + 1):
        for q in range(largest + 1):
            size = min(p, q) + 1
            lower = np.zeros((size, size + 1))
            lower[np.arange(size), np.arange(1, size + 1)] = np.sqrt(
                np.arange(1, size + 1))
            evolved = (propagators[p, q].conj().T @ lower
                       @ propagators[p + 1, q + 1])
            trace = np.sum(evolved * lower).real
            weight = np.exp(-x1 * p - x2 * q) * (-np.expm1(-x0))
            total += normalization * weight * trace
    return total


def continuum_line(temperature):
    """FWHM and energy decay rate from a phonon coupled to 2001 pairs."""
    detuning = np.linspace(-100.0, 100.0, 2001)
    spacing = detuning[1] - detuning[0]
    factor = np.ones_like(detuning)
    if temperature > 0:
        factor = 1 + 2 * occupation((PHONON + detuning) / 2, temperature)
    couplings = np.sqrt(WIDTH_ZERO * spacing * factor / (2 * np.pi))
    matrix = np.diag(np.concatenate(([0.0], detuning)))
    matrix[0, 1:] = couplings
    matrix[1:, 0] = couplings
    energies, vectors = np.linalg.eigh(matrix)
    weights = vectors[0] ** 2
    cumulative = np.cumsum(weights) - weights / 2
    # Half of a Lorentzian's area lies within its full width at half maximum.
    quartiles = np.interp([0.25, 0.75], cumulative, energies)
    width = quartiles[1] - quartiles[0]
    times = np.array([0.5, 2.5]) / width
    survival = np.abs(np.exp(-1j * np.outer(times, energies)) @ weights) ** 2
    decay = -np.log(survival[1] / survival[0]) / (times[1] - times[0])
    return width, decay


def voigt_width(lorentz_width, gauss_width):
    sigma = gauss_width / (2 * np.sqrt(2 * np.log(2)))
    gamma = lorentz_width / 2
    half = voigt_profile(0, sigma, gamma) / 2
    edge = brentq(lambda v: voigt_profile(v, sigma, gamma) - half, 0, 20)
    return 2 * edge


def lifetime_ps(width):
    return 1e12 / (2 * np.pi * c * 100 * width)


half_phonon = PHONON / 2
x_half = reduced_energy(half_phonon, TEMPERATURE)
n_half = occupation(half_phonon, TEMPERATURE)
ratio = klemens_ratio(PHONON, TEMPERATURE)
width_warm = WIDTH_ZERO * ratio
assert abs(ratio - 1.81) < 0.005
assert abs(ratio - 1 / np.tanh(reduced_energy(PHONON, TEMPERATURE) / 4)) < 1e-12

# Loss minus gain, averaged over number states, for an unequal pair.
high, low = 350.0, 170.0
mean_high = boltzmann_mean(high, TEMPERATURE)
mean_low = boltzmann_mean(low, TEMPERATURE)
n_phonon = occupation(PHONON, TEMPERATURE)
for number in (0, 1, 3):
    net = (number * (mean_high + 1) * (mean_low + 1)
           - (number + 1) * mean_high * mean_low)
    predicted = pair_factor(high, low, TEMPERATURE) * (number - n_phonon)
    assert abs(net - predicted) < 1e-10

# Short-time curvature of exact three-mode dynamics gives the thermal factor.
curvatures = []
step = 1e-3
for first, second in ((half_phonon, half_phonon), (high, low)):
    x1 = reduced_energy(first, TEMPERATURE)
    x2 = reduced_energy(second, TEMPERATURE)
    assert abs(triad_response(x1, x2, 0.0) - 1) < 1e-10
    curvature = 2 * (1 - triad_response(x1, x2, step)) / step ** 2
    assert abs(curvature - pair_factor(first, second, TEMPERATURE)) < 1e-4
    curvatures.append(curvature)

# Finite bandwidth and level spacing leave errors below about one percent.
cold_line, cold_decay = continuum_line(0.0)
warm_line, warm_decay = continuum_line(TEMPERATURE)
assert abs(cold_line / WIDTH_ZERO - 1) < 0.015
assert abs(warm_line / width_warm - 1) < 0.015
assert abs(cold_decay / cold_line - 1) < 0.02
assert abs(warm_decay / warm_line - 1) < 0.02
assert abs(warm_line / cold_line / ratio - 1) < 0.015

# The equal split should minimize the thermal factor.
splits = np.arange(20.0, 501.0, 1.0)
split_ratios = pair_factor(splits, PHONON - splits, TEMPERATURE)
best_split = splits[np.argmin(split_ratios)]
assert abs(best_split - half_phonon) < 0.5

asymmetric_ratio = pair_factor(high, low, TEMPERATURE)
n_third = occupation(PHONON / 3, TEMPERATURE)
quartic_factor = 1 + 3 * n_third + 3 * n_third ** 2
mean_third = boltzmann_mean(PHONON / 3, TEMPERATURE)
assert abs((mean_third + 1) ** 3 - mean_third ** 3 - quartic_factor) < 1e-9
quartic_share = 0.05
mixed_ratio = (1 - quartic_share) * ratio + quartic_share * quartic_factor
slit = 1.0
apparent_cold = voigt_width(WIDTH_ZERO, slit)
apparent_warm = voigt_width(width_warm, slit)
heating = 20.0
heated_ratio = klemens_ratio(PHONON, TEMPERATURE + heating)
cold_phonon = 524.0
stiff_ratio = klemens_ratio(cold_phonon, TEMPERATURE)
classical_ratio = 4 / reduced_energy(PHONON, TEMPERATURE)


def change(value):
    return 100 * (value / ratio - 1)


print(f"Phonon wavenumber: {PHONON:.0f} cm^-1")
print(f"Each decay product: {half_phonon:.0f} cm^-1")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"hc/k: {KELVIN_PER_WAVENUMBER:.6f} K per cm^-1")
print(f"Thermal wavenumber kT/hc: {TEMPERATURE/KELVIN_PER_WAVENUMBER:.2f} cm^-1")
print(f"Reduced energy x of each product: {x_half:.5f} (no unit)")
print(f"exp(x): {np.exp(x_half):.5f} (no unit)")
print(f"Occupation of each product: {n_half:.5f} (no unit)")
print(f"Linewidth ratio 300 K / 0 K: {ratio:.5f} (no unit)")
print(f"Classical-limit ratio: {classical_ratio:.4f} (no unit)")
print(f"Assumed zero-temperature FWHM: {WIDTH_ZERO:.2f} cm^-1")
print(f"FWHM at 300 K: {width_warm:.3f} cm^-1")
print(f"Lifetime at 0 K: {lifetime_ps(WIDTH_ZERO):.3f} ps")
print(f"Lifetime at 300 K: {lifetime_ps(width_warm):.3f} ps")
for temperature in (77.0, 600.0):
    print(f"Ratio at {temperature:.0f} K: "
          f"{klemens_ratio(PHONON, temperature):.4f} (no unit)")
print(f"Three-mode dynamics, equal pair: {curvatures[0]:.5f} (no unit)")
print(f"Three-mode dynamics, unequal pair: {curvatures[1]:.5f} (no unit)")
print(f"Diagonalized FWHM at 0 K: {cold_line:.4f} cm^-1")
print(f"Diagonalized FWHM at 300 K: {warm_line:.4f} cm^-1")
print(f"Diagonalized width ratio: {warm_line/cold_line:.4f} (no unit)")
print(f"Energy decay rate / FWHM at 0 K: {cold_decay/cold_line:.4f} (no unit)")
print(f"Energy decay rate / FWHM at 300 K: {warm_decay/warm_line:.4f} (no unit)")
print(f"Split with smallest ratio: {best_split:.0f} cm^-1 per first product")
print(f"Asymmetric products: {high:.0f} and {low:.0f} cm^-1")
print(f"Their occupations: {mean_high:.4f} and {mean_low:.4f} (no unit)")
print(f"Asymmetric ratio: {asymmetric_ratio:.4f} (no unit)")
print(f"Change from asymmetry: {change(asymmetric_ratio):.2f} percent")
print(f"Occupation at one third of phonon energy: {n_third:.4f} (no unit)")
print(f"Four-phonon thermal factor: {quartic_factor:.4f} (no unit)")
print(f"Assumed four-phonon share at 0 K: {100*quartic_share:.0f} percent")
print(f"Ratio with four-phonon share: {mixed_ratio:.4f} (no unit)")
print(f"Change from four-phonon share: {change(mixed_ratio):.2f} percent")
print(f"Gaussian instrument FWHM: {slit:.1f} cm^-1")
print(f"Apparent FWHM at 0 K: {apparent_cold:.3f} cm^-1")
print(f"Apparent FWHM at 300 K: {apparent_warm:.3f} cm^-1")
print(f"Apparent ratio: {apparent_warm/apparent_cold:.4f} (no unit)")
print(f"Change from instrument: {change(apparent_warm/apparent_cold):.2f} percent")
print(f"Assumed laser heating: {heating:.0f} K")
print(f"Ratio with heating: {heated_ratio:.4f} (no unit)")
print(f"Change from heating: {change(heated_ratio):.2f} percent")
print(f"Rough low-temperature phonon: {cold_phonon:.0f} cm^-1")
print(f"300 K ratio using that wavenumber: {stiff_ratio:.4f} (no unit)")
print(f"Change from using that wavenumber: {change(stiff_ratio):.2f} percent")
print("no test failed")
```

Running it gives:

```
Phonon wavenumber: 520 cm^-1
Each decay product: 260 cm^-1
Temperature: 300 K
hc/k: 1.438777 K per cm^-1
Thermal wavenumber kT/hc: 208.51 cm^-1
Reduced energy x of each product: 1.24694 (no unit)
exp(x): 3.47968 (no unit)
Occupation of each product: 0.40328 (no unit)
Linewidth ratio 300 K / 0 K: 1.80656 (no unit)
Classical-limit ratio: 1.6039 (no unit)
Assumed zero-temperature FWHM: 1.20 cm^-1
FWHM at 300 K: 2.168 cm^-1
Lifetime at 0 K: 4.424 ps
Lifetime at 300 K: 2.449 ps
Ratio at 77 K: 1.0157 (no unit)
Ratio at 600 K: 3.3111 (no unit)
Three-mode dynamics, equal pair: 1.80656 (no unit)
Three-mode dynamics, unequal pair: 2.02320 (no unit)
Diagonalized FWHM at 0 K: 1.2029 cm^-1
Diagonalized FWHM at 300 K: 2.1631 cm^-1
Diagonalized width ratio: 1.7983 (no unit)
Energy decay rate / FWHM at 0 K: 1.0013 (no unit)
Energy decay rate / FWHM at 300 K: 1.0083 (no unit)
Split with smallest ratio: 260 cm^-1 per first product
Asymmetric products: 350 and 170 cm^-1
Their occupations: 0.2295 and 0.7937 (no unit)
Asymmetric ratio: 2.0232 (no unit)
Change from asymmetry: 11.99 percent
Occupation at one third of phonon energy: 0.7714 (no unit)
Four-phonon thermal factor: 5.0996 (no unit)
Assumed four-phonon share at 0 K: 5 percent
Ratio with four-phonon share: 1.9712 (no unit)
Change from four-phonon share: 9.11 percent
Gaussian instrument FWHM: 1.0 cm^-1
Apparent FWHM at 0 K: 1.787 cm^-1
Apparent FWHM at 300 K: 2.580 cm^-1
Apparent ratio: 1.4437 (no unit)
Change from instrument: -20.08 percent
Assumed laser heating: 20 K
Ratio with heating: 1.9014 (no unit)
Change from heating: 5.25 percent
Rough low-temperature phonon: 524 cm^-1
300 K ratio using that wavenumber: 1.7958 (no unit)
Change from using that wavenumber: -0.60 percent
no test failed
```
